# Drift velocity of closed semiclassical orbits in crossed fields, part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem and its meaning

### What goes wrong without the result

An electron near the top of a band has a negative effective mass. An electric field accelerates it in the direction opposite to that expected for a positive mass. It is then tempting to argue that in crossed electric and magnetic fields its sideways drift must also be reversed. A second tempting argument says that if the band is not parabolic, the drift must depend on the shape of the orbit, because the velocity changes in a complicated way along it.

Both arguments fail, and the mistake matters. They give the wrong motion for the packet and leave no sound starting point for the Hall current. What they overlook is that the electric and magnetic forces act together. If the crystal momentum returns to its starting value, the average of the total force must vanish. This condition fixes the average velocity perpendicular to the magnetic field before anything has been said about the band.

### Equations and assumptions

Let \(\mathbf r\) and \(\mathbf k\) be the centre of a wave packet in position and in crystal momentum. The packet belongs to one band of energy \(\varepsilon(\mathbf k)\). Atomic units are used in the algebra, so \(\hbar=e=1\) and the electron has charge \(-1\). The magnetic field is defined so that the magnetic force is \(-\mathbf v\times\mathbf B\), with no factor of the speed of light. The equations of motion are

\[
\mathbf v=\frac{d\mathbf r}{dt}=\nabla_{\mathbf k}\varepsilon,
\qquad
\frac{d\mathbf k}{dt}=-\mathbf E-\mathbf v\times\mathbf B .
\tag{1}
\]

These semiclassical equations are the starting assumption. They require fields that vary little over the size of the packet, and they leave out collisions and tunnelling into other bands. Here the fields are also uniform and constant in time, with \(B=|\mathbf B|\neq0\).

An orbit is called closed if there is a finite time \(T>0\) for which

\[
\mathbf k(T)=\mathbf k(0).
\tag{2}
\]

The equality is meant in the extended zone, where \(\mathbf k\) is followed continuously and is not folded back at a zone boundary. A path that ends one reciprocal lattice vector away from its start is an open orbit, even though its final state is physically the same. The word closed refers to \(\mathbf k\) space. The path in real space will generally not close.

Closure also restricts the fields. The scalar product of the force equation with \(\mathbf B\) is

\[
\frac{d}{dt}(\mathbf k\cdot\mathbf B)
=-\mathbf E\cdot\mathbf B-(\mathbf v\times\mathbf B)\cdot\mathbf B
=-\mathbf E\cdot\mathbf B .
\tag{3}
\]

The magnetic term vanishes because \(\mathbf v\times\mathbf B\) is perpendicular to \(\mathbf B\). If \(\mathbf E\cdot\mathbf B\) were not zero, \(\mathbf k\cdot\mathbf B\) would change at a constant rate and could never return. The fields must therefore be crossed, \(\mathbf E\cdot\mathbf B=0\), and the component of \(\mathbf k\) along \(\mathbf B\) is then constant.

### The proof

Integrate the force equation from time \(0\) to time \(t\). Since \(\mathbf E\) and \(\mathbf B\) are constant, they can be taken outside the integrals. With \(\Delta\mathbf k=\mathbf k(t)-\mathbf k(0)\) and \(\Delta\mathbf r=\mathbf r(t)-\mathbf r(0)\),

\[
\Delta\mathbf k
=-\mathbf E\,t-\left(\int_0^t\mathbf v\,dt'\right)\times\mathbf B
=-\mathbf E\,t-\Delta\mathbf r\times\mathbf B .
\tag{4}
\]

The time-averaged velocity is \(\langle\mathbf v\rangle_t=\Delta\mathbf r/t\). Division by \(t\) gives

\[
\langle\mathbf v\rangle_t\times\mathbf B
=-\mathbf E-\frac{\Delta\mathbf k}{t}.
\tag{5}
\]

To extract the velocity, take the cross product with \(\mathbf B\) from the left. For any vector \(\mathbf u\), the rule for a triple product gives

\[
\mathbf B\times(\mathbf u\times\mathbf B)
=\mathbf u\,(\mathbf B\cdot\mathbf B)-\mathbf B\,(\mathbf B\cdot\mathbf u)
=B^2\mathbf u_\perp ,
\tag{6}
\]

where \(\mathbf u_\perp=\mathbf u-\mathbf B(\mathbf B\cdot\mathbf u)/B^2\) is the part perpendicular to \(\mathbf B\). Applied to equation (5), this yields

\[
B^2\langle\mathbf v_\perp\rangle_t
=-\mathbf B\times\mathbf E-\frac{\mathbf B\times\Delta\mathbf k}{t}.
\]

Reversing the order in each cross product removes the minus signs:

\[
\langle\mathbf v_\perp\rangle_t
=\frac{\mathbf E\times\mathbf B}{B^2}
+\frac{\Delta\mathbf k\times\mathbf B}{B^2t}.
\tag{7}
\]

For a closed orbit and \(t=T\), \(\Delta\mathbf k=0\). Therefore

\[
\boxed{\langle\mathbf v_\perp\rangle_T
=\mathbf v_d,\qquad
\mathbf v_d=\frac{\mathbf E\times\mathbf B}{B^2}.}
\tag{8}
\]

This proves the theorem. The relation between velocity and energy, \(\mathbf v=\nabla_{\mathbf k}\varepsilon\), was not used. The band and the fields together decide whether an orbit closes, how long it takes and how the velocity varies along it. Once the orbit closes, the band has no further influence on the average perpendicular velocity.

The same result can be read as a balance of forces. Using the triple product and \(\mathbf E\cdot\mathbf B=0\),

\[
\mathbf v_d\times\mathbf B
=\frac{(\mathbf E\times\mathbf B)\times\mathbf B}{B^2}
=\frac{\mathbf B(\mathbf E\cdot\mathbf B)-\mathbf E B^2}{B^2}
=-\mathbf E .
\tag{9}
\]

At velocity \(\mathbf v_d\) the magnetic force cancels the electric force. The packet need not have this velocity at any chosen instant, but its average must produce the same cancellation.

The sign of the charge also drops out. For charge \(q\), the force equation is \(d\mathbf k/dt=q(\mathbf E+\mathbf v\times\mathbf B)\). Over a closed orbit its average is zero, and a nonzero \(q\) can be divided out.

### The mass sign in a case that can be solved

An isotropic parabolic band shows what the mass does control. Let \(\varepsilon=k^2/(2m)\), with \(m\) positive or negative. Then \(\mathbf v=\mathbf k/m\), and

\[
\frac{d\mathbf v}{dt}=-\frac{1}{m}(\mathbf E+\mathbf v\times\mathbf B).
\]

Write \(\mathbf v_\perp=\mathbf v_d+\mathbf u\). Equation (9) replaces \(\mathbf E\) by \(-\mathbf v_d\times\mathbf B\), and the terms containing \(\mathbf v_d\) cancel:

\[
\frac{d\mathbf u}{dt}
=-\frac{1}{m}\mathbf u\times\mathbf B
=\frac{1}{m}\mathbf B\times\mathbf u .
\tag{10}
\]

Thus \(\mathbf u\) rotates about \(\mathbf B\) with signed angular frequency \(B/m\). Changing the sign of \(m\) reverses the rotation. The average of \(\mathbf u\) over the period \(2\pi|m|/B\) is zero for either sign, so the drift remains \(\mathbf v_d\). The electric acceleration is reversed for a negative mass, but so is the magnetic acceleration.

### The path in real space

Equation (7) also gives the displacement. Multiplying it by \(t\),

\[
\Delta\mathbf r_\perp
=\mathbf v_dt+\frac{\Delta\mathbf k\times\mathbf B}{B^2}.
\tag{11}
\]

The second term is the path in \(\mathbf k\) space, turned through a right angle about \(\mathbf B\) and divided by \(B\). It returns to zero after each period. The first term carries the whole pattern sideways by \(\mathbf v_dT\) per period.

An average over an incomplete period retains a correction. Let \(D\) be the largest distance between two points on the closed \(\mathbf k\) orbit. Since \(\Delta\mathbf k\) is perpendicular to \(\mathbf B\) and no longer than \(D\), equation (7) implies

\[
\left|\langle\mathbf v_\perp\rangle_t-\mathbf v_d\right|
\leq\frac{D}{Bt}.
\tag{12}
\]

The average over a long time therefore approaches the drift velocity even if the observation does not end after a whole number of periods.

### Which curves the packet follows

The band relation \(\mathbf v=\nabla_{\mathbf k}\varepsilon\) is now needed to find the orbits. Define

\[
W(\mathbf k)=\varepsilon(\mathbf k)-\mathbf v_d\cdot\mathbf k .
\tag{13}
\]

Its gradient is \(\nabla_{\mathbf k}W=\mathbf v-\mathbf v_d\). Equation (9) gives \(\mathbf E=\mathbf B\times\mathbf v_d\), while \(-\mathbf v\times\mathbf B=\mathbf B\times\mathbf v\). The force equation becomes

\[
\frac{d\mathbf k}{dt}
=\mathbf B\times(\mathbf v-\mathbf v_d)
=\mathbf B\times\nabla_{\mathbf k}W .
\tag{14}
\]

It follows that

\[
\frac{dW}{dt}
=\nabla_{\mathbf k}W\cdot(\mathbf B\times\nabla_{\mathbf k}W)=0,
\]

because the cross product is perpendicular to \(\nabla_{\mathbf k}W\). The packet moves on a curve of constant \(W\) in a plane of constant \(\mathbf k\cdot\mathbf B\). Between two points on this curve the band energy changes by \(\Delta\varepsilon=\mathbf v_d\cdot\Delta\mathbf k\). It returns to its initial value after a closed orbit, so the electric field does no net work over a period. This agrees with \(\mathbf v_d\cdot\mathbf E=0\).

Around a minimum of \(W\), the gradient points outward. Equation (14) then gives counterclockwise motion when \(\mathbf B\) points towards the viewer. Around a maximum the gradient points inward and the motion is clockwise. These are the electron-like and hole-like orbits of the general band.

Let \(dl\) be an element of length along the curve and \(\nabla_\perp W\) the gradient in the plane perpendicular to \(\mathbf B\). The speed in \(\mathbf k\) space is \(B|\nabla_\perp W|\), so

\[
T=\oint\frac{dl}{B|\nabla_\perp W|}.
\tag{15}
\]

A closed curve of a smooth band has a finite period if this gradient vanishes nowhere on it. At an isolated extremum in the plane, \(\mathbf k\) stays fixed and \(\mathbf v_\perp=\mathbf v_d\) at every instant. A curve through an ordinary saddle point is different: the gradient falls linearly with distance from the saddle, the integral diverges logarithmically, and the packet takes an infinite time to reach it. Such a curve has no period to which equation (8) could be applied.

### Equal drift and opposite Hall currents

The common drift of electron-like and hole-like orbits does not contradict the two signs of the Hall effect. The Hall current also depends on which states are occupied.

Suppose first that all occupied states of a band lie on closed orbits, with electron density \(n\). Averaged over many periods, the perpendicular current density is

\[
\mathbf j_\perp=-n\mathbf v_d ,
\tag{16}
\]

where the minus sign is the electron charge.

Now suppose that the band is nearly full and that its empty states, of density \(p\), lie on closed orbits. A full band carries no current in this description, because the integral of the gradient of a periodic energy over a Brillouin zone is zero. The full band also stays uniformly filled, since

\[
\nabla_{\mathbf k}\cdot(\mathbf B\times\nabla_{\mathbf k}W)
=-\mathbf B\cdot(\nabla_{\mathbf k}\times\nabla_{\mathbf k}W)=0 .
\]

The sum of velocities over occupied states is therefore minus the sum over empty states. The latter averages to \(p\mathbf v_d\), and the current is

\[
\mathbf j_\perp=-(-p\mathbf v_d)=+p\mathbf v_d .
\tag{17}
\]

The sign has changed because missing electrons are being counted. The orbital drift has not changed. In both cases closed refers to the curves of constant \(W\), with the electric field present. For \(\mathbf E\neq0\) a band cannot consist of closed orbits alone, because each of them averages to \(\mathbf v_d\) while the full band carries no current. A band filled beyond its saddle points has these other orbits among its occupied states, however weak the field. Equation (16) then does not apply, even if the curves of constant \(\varepsilon\) below the Fermi energy are closed. Equations (16) and (17) describe the regime in which a packet completes many orbits between collisions. When collisions interrupt the orbit early, the remainder in equation (7) cannot be neglected, and the current depends on the band and on the scattering.

## Second half: a lattice band and the limits of the theorem

### Symbols and results carried over

The packet has crystal momentum \(\mathbf k\), velocity \(\mathbf v\) and band energy \(\varepsilon\). The fields satisfy \(\mathbf E\cdot\mathbf B=0\), and \(\mathbf v_d=\mathbf E\times\mathbf B/B^2\). The symbol \(\perp\) means perpendicular to \(\mathbf B\). For any elapsed time,

\[
\langle\mathbf v_\perp\rangle_t
=\mathbf v_d+\frac{\Delta\mathbf k\times\mathbf B}{B^2t}.
\tag{18}
\]

On a closed orbit \(\Delta\mathbf k=0\) after the period \(T\). With \(\mathbf v=\nabla_{\mathbf k}\varepsilon\), the function \(W=\varepsilon-\mathbf v_d\cdot\mathbf k\) is conserved and

\[
\frac{d\mathbf k}{dt}=\mathbf B\times(\mathbf v-\mathbf v_d).
\tag{19}
\]

On every closed orbit the average velocity perpendicular to \(\mathbf B\) is \(\mathbf E\times\mathbf B/B^2\), whatever the band, and the two signs of the Hall current come from which states are occupied. It remains to test this on a lattice band that is not parabolic, and to examine incomplete periods, open orbits, the largest field for a closed orbit and the effect of Berry curvature.
